# Chromium, copper and the counting of exchange pairs: a program that tests the result

```python
"""
Why Cr and Cu prefer d^(n+1) s to d^n s^2 (n = Z - 20, Sc to Cu).

Result under test, for the lowest Hund term of each configuration:
  dE(n) = E(d^(n+1) s) - E(d^n s^2)
        = a + b n - K q(n) - Ks r(n) - 4.5 B t(n)
q, r : gained parallel d-d pairs and parallel s-d pairs
t    : change of the indicator of F terms (d2, d3, d7, d8)
K = (F2+F4)/14, Ks = G2/5, B = F2/49 - 5 F4/441 (Slater integrals)
Only a and b are fitted. dE and the integrals come from spin-restricted,
nonrelativistic Hartree-Fock with one radial function per shell.
Atomic units inside; eV and angstrom in the output.
"""
from collections import defaultdict
from functools import lru_cache
from itertools import combinations
from math import factorial, sqrt

import numpy as np
from scipy.constants import physical_constants
from scipy.special import gamma
from sympy.physics.wigner import wigner_3j
from pyscf import gto

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10


@lru_cache(None)
def three_j(*args):
    return float(wigner_3j(*args))


def parallel_pairs(m):
    up = min(m, 5)
    down = m - up
    return up * (up - 1) // 2 + down * (down - 1) // 2


def is_f_term(m):
    return int(m in (2, 3, 7, 8))


class RadialBasis:
    """Gaussian radial functions r^l exp(-z r^2), Loewdin orthonormalized."""

    def __init__(self, exponents):
        self.z = exponents
        self.X, self.root, self.T, self.inv_r, self.r = [], [], [], [], []
        self.norm = []
        for l, z in enumerate(exponents):
            norm = np.sqrt(2 * (2 * z) ** (l + 1.5) / gamma(l + 1.5))
            self.norm.append(norm)
            p = z[:, None] + z
            nn = np.outer(norm, norm)
            S = nn * gamma(l + 1.5) / (2 * p ** (l + 1.5))
            w, v = np.linalg.eigh(S)
            X = (v / np.sqrt(w)) @ v.T
            self.X.append(X)
            self.root.append((v * np.sqrt(w)) @ v.T)
            T = np.outer(z, z) * (2 * l + 3) / p * S
            self.T.append(X @ T @ X)
            V = nn * factorial(l) / (2 * p ** (l + 1))
            self.inv_r.append(X @ V @ X)
            R = nn * factorial(l + 1) / (2 * p ** (l + 2))
            self.r.append(X @ R @ X)
        self.J, self.Xc = {}, {}
        for l in range(3):
            for lp in range(3):
                self.J[l, lp] = self.slater(0, l, l, lp, lp)
                na, nb = len(self.z[l]), len(self.z[lp])
                total = 0
                for k in range(abs(l - lp), l + lp + 1, 2):
                    weight = three_j(l, k, lp, 0, 0, 0) ** 2
                    total = total + weight * self.slater(k, l, lp, l, lp)
                total = total.reshape(na, nb, na, nb).transpose(0, 2, 1, 3)
                self.Xc[l, lp] = total.reshape(na * na, nb * nb)
        self.dd = {k: self.slater(k, 2, 2, 2, 2) for k in (0, 2, 4)}

    def slater(self, k, la, lb, lc, ld):
        """Radial integrals of the charges (a b) and (c d), multipole k."""
        z, nm, X = self.z, self.norm, self.X
        alpha = (z[la][:, None] + z[lb]).reshape(-1, 1)
        beta = (z[lc][:, None] + z[ld]).reshape(1, -1)

        def outer_part(al, l12, be, l34):
            j = (l12 - k) // 2
            total = 0
            for i in range(j + 1):
                u = (l34 + 3 + k + 2 * i) / 2
                total = total + (factorial(j) / factorial(i)
                                 / al ** (j - i + 1)
                                 * gamma(u) / (4 * (al + be) ** u))
            return total

        R = (outer_part(alpha, la + lb, beta, lc + ld)
             + outer_part(beta, lc + ld, alpha, la + lb))
        R = R * np.outer(np.outer(nm[la], nm[lb]).ravel(),
                         np.outer(nm[lc], nm[ld]).ravel())
        return np.kron(X[la], X[lb]) @ R @ np.kron(X[lc], X[ld])


def projector(columns):
    return columns @ columns.T


def densities(C, s_up, s_down):
    return [[projector(C[0][:, :s]), projector(C[1][:, :2]),
             projector(C[2][:, :1])] for s in (s_up, s_down)]


def energy_and_fock(bas, Z, C, s_up, s_down, nd):
    """Energy of a Hund determinant, its spin Fock matrices, kinetic part."""
    D = densities(C, s_up, s_down)
    d_count = (min(nd, 5), max(nd - 5, 0))
    w = [[1, 3, d_count[0]], [1, 3, d_count[1]]]
    E, kinetic, F = 0.0, 0.0, [[], []]
    for spin in (0, 1):
        for l in range(3):
            h = bas.T[l] - Z * bas.inv_r[l]
            V = np.zeros(h.size)
            for lp in range(3):
                for other in (0, 1):
                    if l == lp == 2 and spin == other:
                        continue
                    if w[other][lp]:
                        V += w[other][lp] * (bas.J[l, lp]
                                             @ D[other][lp].ravel())
                if not (l == lp == 2) and w[spin][lp]:
                    V -= w[spin][lp] * (bas.Xc[l, lp] @ D[spin][lp].ravel())
            m = d_count[spin]
            if l == 2 and m:
                pairs, f = m * (m - 1) / 2, is_f_term(m)
                coef = {0: pairs, 2: -pairs / 14 - 4.5 * f / 49,
                        4: -pairs / 14 + 4.5 * 5 * f / 441}
                for k in coef:
                    V += 2 * coef[k] / m * (bas.dd[k] @ D[spin][2].ravel())
            fock = h + V.reshape(h.shape)
            fock = (fock + fock.T) / 2
            F[spin].append(fock)
            E += 0.5 * w[spin][l] * np.sum((h + fock) * D[spin][l])
            kinetic += w[spin][l] * np.sum(bas.T[l] * D[spin][l])
    return E, F, kinetic


def hartree_fock(bas, Z, ns, nd):
    """Restricted open-shell solution for [Ar] 3d^nd 4s^ns."""
    s_up, s_down = 4, 2 + ns
    guess = 0
    for charge, width in ((2, 0.28), (8, 0.02), (Z - 11, 0.0015)):
        i = np.argmin(abs(np.log(bas.z[0] / (width * Z * Z))))
        guess = guess + charge * np.outer(bas.root[0][:, i],
                                          bas.root[0][:, i])
    F = []
    for l in range(3):
        h = bas.T[l] - Z * bas.inv_r[l]
        F.append(h + (bas.J[l, 0] @ guess.ravel()).reshape(h.shape))
    shapes = [f.shape for f in F]
    cuts = np.cumsum([f.size for f in F])[:-1]
    old = np.concatenate([f.ravel() for f in F])
    fock_list, error_list = [], []
    for iteration in range(250):
        C = [np.linalg.eigh((f + f.T) / 2)[1] for f in F]
        E, G, kinetic = energy_and_fock(bas, Z, C, s_up, s_down, nd)
        Fs = (G[0][0] + G[1][0]) / 2
        if ns == 1:
            closed = projector(C[0][:, :3])
            opened = projector(C[0][:, 3:4])
            empty = np.eye(len(closed)) - closed - opened
            up_shift, down_shift = G[0][0] - Fs, G[1][0] - Fs
            mix = opened @ (down_shift @ closed + up_shift @ empty)
            Fs = Fs + mix + mix.T + opened @ up_shift @ opened
        Fp = (G[0][1] + G[1][1]) / 2
        up, down = min(nd, 5), max(nd - 5, 0)
        Fd = (up * G[0][2] + down * G[1][2]) / nd
        new = [Fs, Fp, Fd]
        D = densities(C, s_up, s_down)
        total = [D[0][0] + D[1][0], D[0][1], D[0][2]]
        err = np.concatenate([(f @ d - d @ f).ravel()
                              for f, d in zip(new, total)])
        if np.max(abs(err)) < 1e-6:
            return E, C, kinetic
        vec = np.concatenate([f.ravel() for f in new])
        if iteration < 6:
            vec = 0.5 * (vec + old)
        else:
            fock_list = (fock_list + [vec])[-8:]
            error_list = (error_list + [err])[-8:]
            size = len(fock_list)
            A = np.ones((size + 1, size + 1))
            A[-1, -1] = 0
            errors = np.array(error_list)
            gram = errors @ errors.T
            A[:size, :size] = gram / gram[-1, -1]
            rhs = np.zeros(size + 1)
            rhs[-1] = 1
            c = np.linalg.lstsq(A, rhs, rcond=None)[0][:size]
            vec = c @ np.array(fock_list)
        old = vec
        F = [x.reshape(s) for x, s in zip(np.split(vec, cuts), shapes)]
    raise AssertionError(f"no convergence: Z={Z}, d{nd} s{ns}")


def virial_deviation(E, kinetic):
    """Deviation of -V/T from 2, with V = E - T."""
    return abs((kinetic - E) / kinetic - 2)


def valence_integrals(bas, C):
    d = projector(C[2][:, :1])
    s = projector(C[0][:, 3:4])
    F0, F2, F4 = (d.ravel() @ bas.dd[k] @ d.ravel() for k in (0, 2, 4))
    return {"F0": F0, "F2": F2, "F4": F4, "K": (F2 + F4) / 14,
            "B": F2 / 49 - 5 * F4 / 441,
            "Ks": d.ravel() @ bas.Xc[2, 0] @ s.ravel(),
            "Fsd": d.ravel() @ bas.J[2, 0] @ s.ravel(),
            "Fss": s.ravel() @ bas.J[0, 0] @ s.ravel(),
            "rd": np.sum(bas.r[2] * d), "rs": np.sum(bas.r[0] * s)}


# ---- Term energies by diagonalization over determinants ----
def angular(k, a, b):
    l1, m1, l2, m2 = a[0], a[1], b[0], b[1]
    return ((-1) ** m1 * sqrt((2 * l1 + 1) * (2 * l2 + 1))
            * three_j(l1, k, l2, 0, 0, 0)
            * three_j(l1, k, l2, -m1, m1 - m2, m2))


def lowest_level(nd, with_s, val):
    orbitals = [(2, m, s) for s in (1, -1) for m in range(-2, 3)]
    orbitals += [(0, 0, 1), (0, 0, -1)]

    @lru_cache(None)
    def coulomb(a, b, c, d):
        a, b, c, d = (orbitals[i] for i in (a, b, c, d))
        if a[2] != c[2] or b[2] != d[2] or a[1] + b[1] != c[1] + d[1]:
            return 0.0
        if a[0] == c[0] and b[0] == d[0]:
            if a[0] == b[0] == 2:
                radial = {0: val["F0"], 2: val["F2"], 4: val["F4"]}
            else:
                radial = {0: val["Fsd"]}
        else:
            radial = {2: 5 * val["Ks"]}
        return sum(R * angular(k, a, c) * angular(k, d, b)
                   for k, R in radial.items())

    dets = []
    for dpart in combinations(range(10), nd):
        for spart in ([(10,), (11,)] if with_s else [()]):
            det = dpart + spart
            if (sum(orbitals[i][1] for i in det) == 0
                    and sum(orbitals[i][2] for i in det) == len(det) % 2):
                dets.append(det)
    groups = defaultdict(list)
    for index, det in enumerate(dets):
        for p, q in combinations(range(len(det)), 2):
            rest = det[:p] + det[p + 1:q] + det[q + 1:]
            groups[rest].append((index, det[p], det[q], (-1) ** (p + q)))
    H = np.zeros((len(dets), len(dets)))
    for entries in groups.values():
        for i, a, b, sign1 in entries:
            for j, c, d, sign2 in entries:
                H[i, j] += sign1 * sign2 * (coulomb(a, b, c, d)
                                            - coulomb(a, b, d, c))
    return np.linalg.eigvalsh(H)[0]


# ---- Check of the atomic functional with explicit 3D integrals ----
def explicit_energy(bas, symbol, C, s_up, s_down, nd):
    shells = [[l, [float(z), 1.0]] for l in range(3) for z in bas.z[l]]
    unpaired = s_up - s_down + min(nd, 5) - max(nd - 5, 0)
    mol = gto.M(atom=symbol, basis={symbol: shells}, spin=unpaired, verbose=0)
    place, start = {}, mol.ao_loc_nr()
    for shell in range(mol.nbas):
        l = mol.bas_angular(shell)
        i = int(np.argmin(abs(bas.z[l] - mol.bas_exp(shell)[0])))
        for m in range(2 * l + 1):
            place[l, m, i] = start[shell] + m
    # Real d functions in pyscf order: xy, yz, z2, xz, x2-y2.
    filled = {0: [], 1: [2], 2: [2, 4], 3: [0, 1, 3],
              4: [0, 1, 2, 3], 5: [0, 1, 2, 3, 4]}
    radial = densities(C, s_up, s_down)
    D = np.zeros((2, mol.nao_nr(), mol.nao_nr()))
    for spin, count in enumerate((min(nd, 5), max(nd - 5, 0))):
        for l, ms in enumerate(([0], [0, 1, 2], filled[count])):
            block = bas.X[l] @ radial[spin][l] @ bas.X[l]
            for m in ms:
                ix = [place[l, m, i] for i in range(len(bas.z[l]))]
                D[spin][np.ix_(ix, ix)] += block
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    eri = mol.intor("int2e")
    n = len(h)
    total = D[0] + D[1]
    coul = (eri.reshape(n * n, n * n) @ total.ravel()).reshape(n, n)
    E = np.sum(h * total) + 0.5 * np.sum(coul * total)
    for spin in (0, 1):
        exch = np.einsum("iklj,kl->ij", eri, D[spin])
        E -= 0.5 * np.sum(exch * D[spin])
    return E


small = RadialBasis([0.04 * 4.0 ** np.arange(10),
                     0.12 * 4.0 ** np.arange(6),
                     0.15 * 3.6 ** np.arange(4)])
functional_error = 0.0
for symbol, Z, ns, nd in (("Ti", 22, 1, 3), ("Co", 27, 2, 7)):
    E, C, _ = hartree_fock(small, Z, ns, nd)
    reference = explicit_energy(small, symbol, C, 4, 2 + ns, nd)
    functional_error = max(functional_error, abs(E - reference))
assert functional_error < 1e-6

# ---- Nine atoms, two configurations each ----
exponents = [0.018 * 2.4 ** np.arange(23),
             0.05 * 2.4 ** np.arange(16),
             0.03 * 2.3 ** np.arange(13)]
basis = RadialBasis(exponents)
symbols = "Sc Ti V Cr Mn Fe Co Ni Cu".split()
n = np.arange(1, 10)
dE, mean, frozen, virial_error = [], [], [], 0.0
chromium = None
for i, symbol in zip(n, symbols):
    i = int(i)
    Z = 20 + i
    E2, C2, T2 = hartree_fock(basis, Z, 2, i)
    E1, C1, T1 = hartree_fock(basis, Z, 1, i + 1)
    virial_error = max(virial_error, virial_deviation(E2, T2),
                       virial_deviation(E1, T1))
    v2, v1 = valence_integrals(basis, C2), valence_integrals(basis, C1)
    dE.append((E1 - E2) * EV)
    mean.append({key: (v1[key] + v2[key]) / 2 for key in v1})
    if symbol == "Cr":
        chromium = v1
    if symbol == "Cu":
        virial_cu = virial_deviation(E2, T2)

    # Promotion with the orbitals of d^n s^2 held fixed.
    def fixed(s_up, s_down, nd):
        return energy_and_fock(basis, Z, C2, s_up, s_down, nd)[0]

    core = fixed(3, 3, 0)
    gap = (fixed(3, 3, 1) - core) - (fixed(4, 3, 0) - core)
    line = (gap + v2["Fsd"] - v2["Fss"] + i * (v2["F0"] - v2["Fsd"]))
    gained = parallel_pairs(i + 1) - parallel_pairs(i)
    formula = (line - gained * v2["K"] - (min(i + 1, 5) - i) * v2["Ks"]
               - 4.5 * v2["B"] * (is_f_term(i + 1) - is_f_term(i)))
    direct = fixed(4, 3, i + 1) - fixed(4, 4, i)
    assert abs(direct - formula) < 1e-7
    frozen.append((gap * EV, (v2["F0"] - v2["Fsd"]) * EV,
                   (v2["Fsd"] - v2["Fss"]) * EV, line * EV))
dE = np.array(dE)

# Same Cu configuration without the tightest functions of the basis.
trimmed = RadialBasis([exponents[0][:-3], exponents[1][:-3],
                       exponents[2][:-2]])
E_trim, _, T_trim = hartree_fock(trimmed, 29, 2, 9)
virial_trim = virial_deviation(E_trim, T_trim)

# Hund-term formulas against diagonalization, integrals of Cr d5 s.
term_error = 0.0
for m in range(1, 11):
    for with_s in (False, True):
        predicted = (m * (m - 1) / 2 * chromium["F0"]
                     - parallel_pairs(m) * chromium["K"]
                     - 4.5 * chromium["B"] * is_f_term(m))
        if with_s:
            predicted += m * chromium["Fsd"] - min(m, 5) * chromium["Ks"]
        found = lowest_level(m, with_s, chromium)
        term_error = max(term_error, abs(found - predicted))
assert term_error < 1e-9

# ---- Counted terms removed from the computed energies ----
K = np.array([x["K"] for x in mean]) * EV
Ks = np.array([x["Ks"] for x in mean]) * EV
B = np.array([x["B"] for x in mean]) * EV
q = np.array([parallel_pairs(i + 1) - parallel_pairs(i) for i in n])
r = np.array([min(i + 1, 5) - i for i in n])
t = np.array([is_f_term(i + 1) - is_f_term(i) for i in n])
counted = -K * q - Ks * r - 4.5 * B * t
baseline = dE - counted
b, a = np.polyfit(n, baseline, 1)
model = a + b * n + counted
rms = np.sqrt(np.mean((model - dE) ** 2))

# A bonus h that lowers d5 and d10 would enter dE with this pattern.
bonus = np.array([int(i == 5) - int(i + 1 in (5, 10)) for i in n])
design = np.column_stack([np.ones(9), n, bonus])
h_extra = np.linalg.lstsq(design, baseline, rcond=None)[0][2]
rival = np.linalg.lstsq(design, dE, rcond=None)[0]
rms_rival = np.sqrt(np.mean((design @ rival - dE) ** 2))

print("Relaxed HF; K, Ks, B, r3d: mean of both configurations")
print("atom n  dE/eV   K/eV  Ks/eV  B/eV   r3d/angstrom")
for i in range(9):
    print(f"{symbols[i]:2s} {n[i]:3d} {dE[i]:7.3f} {K[i]:6.3f} {Ks[i]:6.3f}"
          f" {B[i]:6.4f} {mean[i]['rd'] * ANG:7.3f}")
print("Counts, baseline without counted terms, and model (eV)")
print("atom  q  r  t  baseline  a+bn   model")
for i in range(9):
    print(f"{symbols[i]:2s} {q[i]:4d} {r[i]:2d} {t[i]:2d} {baseline[i]:8.3f}"
          f" {a + b * n[i]:7.3f} {model[i]:7.3f}")
print("Frozen d^n s^2 orbitals (eV)")
print("atom  hd-hs  Fdd-Fsd  Fsd-Fss  L(n)")
for i in range(9):
    print(f"{symbols[i]:2s} " + " ".join(f"{x:8.3f}" for x in frozen[i]))
print(f"fitted a = {a:.3f} eV")
print(f"fitted b = {b:.3f} eV per unit of Z")
print(f"rms error, line + counted terms = {rms:.3f} eV")
print(f"extra shell bonus h wanted by baseline = {h_extra:.3f} eV")
print(f"rival line + bonus only: h = {rival[2]:.3f} eV")
print(f"rms error of rival = {rms_rival:.3f} eV")
print(f"Cr d5 s: mean 4s radius = {chromium['rs'] * ANG:.3f} angstrom")
print(f"Cr d5 s: mean 3d radius = {chromium['rd'] * ANG:.3f} angstrom")
print(f"largest term-formula error = {term_error * EV:.1e} eV")
print(f"largest functional error = {functional_error * EV:.1e} eV")
print(f"largest virial-ratio error = {virial_error:.1e}")
print(f"Cu d9 s2 virial error, this basis = {virial_cu:.1e}")
print(f"same without tightest functions = {virial_trim:.1e}")

assert virial_error < 1e-5
assert virial_cu < virial_trim
assert {s for s, x in zip(symbols, dE) if x < 0} == {"Cr", "Cu"}
assert model[3] < 0 and model[8] < 0 and model[4] > 0
assert np.all(baseline > 0)
assert rms < 0.3
assert abs(h_extra) < 0.1 * 4 * K[3]
assert rms_rival > 1.5 * rms
print("checks complete")
```

It prints:

```
Relaxed HF; K, Ks, B, r3d: mean of both configurations
atom n  dE/eV   K/eV  Ks/eV  B/eV   r3d/angstrom
Sc   1   1.004  0.707  0.271 0.0824   0.991
Ti   2   0.539  0.838  0.235 0.0972   0.843
V    3   0.123  0.941  0.217 0.1090   0.753
Cr   4  -1.268  1.036  0.203 0.1200   0.685
Mn   5   3.327  1.117  0.195 0.1293   0.636
Fe   6   1.796  1.186  0.192 0.1374   0.598
Co   7   1.527  1.259  0.188 0.1459   0.564
Ni   8   1.275  1.332  0.184 0.1544   0.533
Cu   9  -0.373  1.406  0.179 0.1629   0.505
Counts, baseline without counted terms, and model (eV)
atom  q  r  t  baseline  a+bn   model
Sc    1  1  1    2.353   2.228   0.879
Ti    2  1  0    2.449   2.491   0.581
V     3  1 -1    2.672   2.754   0.206
Cr    4  1  0    3.081   3.017  -1.332
Mn    0  0  0    3.327   3.280   3.280
Fe    1 -1  1    3.409   3.543   1.931
Co    2 -2  0    3.670   3.806   1.663
Ni    3 -3 -1    4.025   4.069   1.319
Cu    4 -4  0    4.535   4.332  -0.576
Frozen d^n s^2 orbitals (eV)
atom  hd-hs  Fdd-Fsd  Fsd-Fss  L(n)
Sc   -5.078    7.324    1.560    3.806
Ti  -15.362    9.042    1.731    4.454
V   -27.999   10.415    1.863    5.108
Cr  -42.833   11.672    1.981    5.835
Mn  -60.058   12.959    2.092    6.830
Fe  -78.127   13.835    2.193    7.076
Co  -98.514   14.836    2.295    7.633
Ni -120.945   15.856    2.394    8.298
Cu -145.413   16.887    2.491    9.057
fitted a = 1.965 eV
fitted b = 0.263 eV per unit of Z
rms error, line + counted terms = 0.111 eV
extra shell bonus h wanted by baseline = -0.080 eV
rival line + bonus only: h = 2.183 eV
rms error of rival = 0.353 eV
Cr d5 s: mean 4s radius = 1.945 angstrom
Cr d5 s: mean 3d radius = 0.724 angstrom
largest term-formula error = 5.8e-13 eV
largest functional error = 1.2e-11 eV
largest virial-ratio error = 3.1e-06
Cu d9 s2 virial error, this basis = 3.0e-06
same without tightest functions = 3.6e-05
checks complete
```
